\section*{Why silicon hole subbands split away from the zone centre}

\section{What has to be decided}

A subband calculation for a p-channel silicon device must decide how to count states. One may find one energy per subband at each in-plane wave vector and multiply by two, or keep two branches separately. At $\mathbf k=(k_x,k_y)=0$ the factor two is safe for any well shape. At $\mathbf k\ne0$ it is safe if the well is symmetric or spin--orbit coupling is absent. With both asymmetry and spin--orbit coupling, the pair generally splits, though isolated crossings remain possible.

Three contributions need to be separated: time reversal, the shape of the well, and spin--orbit coupling. There is no magnetic field and no magnetic order. The word ``spin'' for the split branches is loose, because each branch entangles spin with the orbital part of the valence band.

\section{The model}

Hole energy is counted upward. The valence-band edge has three real orbital functions $X,Y,Z$, each with spin $\uparrow$ or $\downarrow$. The well $V(z)$ is real and confines along $z=[001]$, so $k_z=-i\,d/dz$, while $k_x,k_y$ are numbers. With $a=\hbar^2/2m_0$ and Luttinger parameters $\gamma_i$, define
\[
A=\gamma_1+4\gamma_2,\qquad B=\gamma_1-2\gamma_2,\qquad C=6\gamma_3 .
\]
The model is the six-band effective-mass Hamiltonian
\begin{align}
H_{XX}&=a[Ak_x^2+B(k_y^2+k_z^2)]+V,\qquad H_{XY}=aCk_xk_y,\\
H_{\rm so}&=\tfrac{\Delta}{3}(1-\mathbf l\cdot\boldsymbol\sigma),
\end{align}
with the other orbital entries obtained by cyclic exchange. Here $\Delta$ is the spin--orbit splitting, $(l_k)_{ij}=-i\epsilon_{kij}$, and $\boldsymbol\sigma$ are the Pauli matrices. The bulk part is even under reversal of the full wave vector, as the inversion centre of the silicon crystal requires.

\section{Contribution 1: time reversal}

Let $T=i\sigma_yK$, where $K$ is complex conjugation. The matrix $i\sigma_y$ is real, so $T^2=(i\sigma_y)^2=-1$. Conjugation reverses $k_z$ and the imaginary matrices $\mathbf l$, and $T$ reverses $\boldsymbol\sigma$. Thus $\mathbf l\cdot\boldsymbol\sigma$ is unchanged. The term $aCk_xk_z$ becomes $aC(-k_x)k_z$, and likewise for $k_yk_z$. Therefore
\begin{equation}
TH(\mathbf k)T^{-1}=H(-\mathbf k).
\end{equation}
At $\mathbf k=0$, $\psi$ and $T\psi$ have the same energy. They are different states: an antiunitary operator obeys $\langle Tu|Tv\rangle=\langle v|u\rangle$, and with $u=\psi$, $v=T\psi$ this reads
\[
-\langle T\psi|\psi\rangle=\langle T\psi|T^2\psi\rangle=\langle T\psi|\psi\rangle ,
\]
so the overlap is zero. Every zone-centre level is at least doubly degenerate. The shape of $V$ was not used.

At $\mathbf k\neq0$ the partner lies at $-\mathbf k$. Time reversal then gives equal energies at opposite wave vectors, with opposite spins, and no pair at one $\mathbf k$.

As a test, the well was made irregular, $V=0.05z+0.04\sin1.3z+0.03\cos(2.1z+1)$ (eV, $z$ in nm), and a uniform strain term was added with all six components between 5 and 20 meV in magnitude. The largest gap within the lowest four zone-centre pairs was $10^{-14}$ eV, which is rounding error. A magnetic field does break the argument: the spin Zeeman term alone, at 10 T, splits the lowest pair by 1.16 meV.

\section{Contribution 2: the shape of the well}

If $V$ is symmetric about some plane, inversion $P$ also takes $H(\mathbf k)$ to $H(-\mathbf k)$. The product $PT$ then returns to the same $\mathbf k$ and commutes with $H(\mathbf k)$. Since $P$ commutes with $T$ and $P^2=1$,
\begin{equation}
(PT)^2=P^2T^2=-1 .
\end{equation}
The overlap argument applies with $PT$ in place of $T$, and every level is double at every $\mathbf k$. An asymmetric well removes this protection.

\section{Contribution 3: spin--orbit coupling}

If $\Delta=0$, $H$ is an orbital operator times the identity in spin space. Each orbital solution can carry either spin, so every level is double even in an asymmetric well.

These statements were tested at $\mathbf k=(0.4,0.3)$ nm$^{-1}$. The asymmetric well was a hard wall with a uniform field of 0.5 MV/cm; the symmetric one had the same slope on both sides of its centre. The symmetric well with spin--orbit coupling and the asymmetric well without it gave pair gaps of at most $4\times10^{-15}$ eV. With both ingredients the lowest pair split by 2.38 meV.

\section{How the linear splitting arises}

\subsection{Zone-centre states}

Write $|\pm\rangle=(X\pm iY)/\sqrt2$. From the definition of $\mathbf l$,
\[
\mathbf l\cdot\boldsymbol\sigma\,|+\rangle\!\uparrow=|+\rangle\!\uparrow,\qquad
\mathbf l\cdot\boldsymbol\sigma\,Z\!\uparrow=-\sqrt2\,|+\rangle\!\downarrow,
\]
\[
\mathbf l\cdot\boldsymbol\sigma\,|+\rangle\!\downarrow=-|+\rangle\!\downarrow-\sqrt2\,Z\!\uparrow .
\]
So $|+\rangle\!\uparrow$ and its partner $|-\rangle\!\downarrow$ stand alone: they are the heavy-hole doublets. The other levels are mixed,
\begin{equation}
|1\rangle=f|+\rangle\!\downarrow+gZ\!\uparrow,\qquad
|2\rangle=T|1\rangle=f|-\rangle\!\uparrow-gZ\!\downarrow,
\end{equation}
where the real envelopes satisfy $\int(f^2+g^2)dz=1$ and
\begin{align}
(aBk_z^2+V+\tfrac{2\Delta}{3})f+\tfrac{\sqrt2\Delta}{3}g&=Ef,\label{f}\\
(aAk_z^2+V+\tfrac{\Delta}{3})g+\tfrac{\sqrt2\Delta}{3}f&=Eg.\label{g}
\end{align}

\subsection{First order in the wave vector}

The part of $H$ linear in the in-plane wave vector is
\[
H_1=aCk_z\big[k_x(|X\rangle\langle Z|+|Z\rangle\langle X|)+k_y(|Y\rangle\langle Z|+|Z\rangle\langle Y|)\big].
\]
It conserves spin and exchanges $Z$ with $X,Y$. In $|1\rangle$ those parts carry opposite spins, so $\langle1|H_1|1\rangle=0$, and likewise for $|2\rangle$. Let $k_\pm=k_x\pm ik_y$ and $I=\int gf'\,dz$. The envelopes vanish at the ends, so integration by parts gives
\[
\langle g|k_z|f\rangle=-iI,\qquad \langle f|k_z|g\rangle=-i\!\int fg'\,dz=+iI .
\]
The spin-down and spin-up contributions to the off-diagonal element add:
\begin{align}
\langle1|H_1|2\rangle&=\frac{aCk_-}{\sqrt2}\big[-\langle f|k_z|g\rangle+\langle g|k_z|f\rangle\big]\notag\\
&=-i\sqrt2\,aC\,I\,k_- .
\end{align}
The two eigenvalues are plus and minus its modulus, so
\begin{equation}
\Delta E=2\alpha k,\qquad \alpha=\sqrt2\,aC\left|\int gf'\,dz\right| .\label{alpha}
\end{equation}

This integral contains both conditions. In a symmetric well $f$ and $g$ have the same parity, $gf'$ is odd, and $\alpha=0$. Without spin--orbit coupling one envelope is zero. There is a third way to lose the term: if $g=cf$, then $\int gf'dz=\tfrac c2[f^2]=0$. The two orbital parts must have different shapes, which their different masses along $z$ provide.

\subsection{Weak and strong spin--orbit coupling}

For small $\Delta$, take a doublet that starts as a pure $f_0$ state of energy $\varepsilon_0$. Let $g_n,\varepsilon_n$ be the solutions of (\ref{g}) at $\Delta=0$, with no $\varepsilon_n$ equal to $\varepsilon_0$. To first order (\ref{g}) gives
\[
g=-\frac{\sqrt2\Delta}{3}\sum_n\frac{\langle g_n|f_0\rangle}{\varepsilon_n-\varepsilon_0}\,g_n ,
\]
and therefore
\[
\alpha\simeq\frac{2aC\Delta}{3}\left|\sum_n\frac{\langle g_n|f_0\rangle\langle g_n|f_0'\rangle}{\varepsilon_n-\varepsilon_0}\right| .
\]
The splitting starts linearly in $\Delta$.

For $\Delta$ much larger than the confinement energies, a low level must avoid the cost $\Delta$. The terms proportional to $\Delta$ in (\ref{f}) must cancel, so $2f+\sqrt2g=0$ and $g=-\sqrt2f$. The envelopes are proportional and $\alpha$ tends to zero again. A four-band model, which imposes this ratio, therefore misses this linear term. Silicon lies between the limits.

\subsection{What the branches carry}

Within the doublet the diagonal elements of $\sigma_x,\sigma_y$ vanish, and since $\langle+|-\rangle=0$ only the $Z$ part contributes off the diagonal:
\[
\langle1|\sigma_x|2\rangle=-w,\qquad \langle1|\sigma_y|2\rangle=iw,\qquad w=\int g^2dz .
\]
For $\mathbf k$ along $x$, $\langle1|H_1|2\rangle$ is imaginary, so the eigenstates are $(|1\rangle\pm i|2\rangle)/\sqrt2$. They have $\langle\sigma_x\rangle=0$ and $\langle\sigma_y\rangle=\mp w$. The spin is perpendicular to $\mathbf k$ and shorter than one.

\section{Why the heavy-hole splitting is cubic}

The heavy doublet $u(z)|+\rangle\!\uparrow$, $u(z)|-\rangle\!\downarrow$ has no $Z$ part, so $H_1$ has no element within it. Let $P_0$ project on the doublet, $E_0$ be its energy, $H_2$ the part of $H$ quadratic in $k_x,k_y$, and $G$ the inverse of $E_0-H(0)$ on all other states. Eliminating those states gives an effective $2\times2$ matrix. The energy shift in the denominator is of order $k^2$ and multiplies two factors $H_1$, so it first enters at order $k^4$. Through third order,
\begin{align}
M_2&=P_0(H_2+H_1GH_1)P_0,\\
M_3&=P_0(H_1GH_1GH_1+H_1GH_2+H_2GH_1)P_0 .
\end{align}
Any such matrix is a number plus $\mathbf m\cdot\boldsymbol\tau$, with $\boldsymbol\tau$ the Pauli matrices of the doublet. These reverse under $T$, so $\mathbf m$ is odd in $\mathbf k$. Hence $M_2$ shifts both members equally, and splitting begins with $M_3$.

Label the mixed doublets by $n$ and set $S_n=\int uf_n\,dz$, $J_n=\int g_nu'\,dz$. Take the matrix element with $|-\rangle\!\downarrow$ on the right and $|+\rangle\!\uparrow$ on the left. In one route $H_2$ turns $|-\rangle\!\downarrow$ into $|+\rangle\!\downarrow$; the same mixed level contains $Z\!\uparrow$, which $H_1$ turns into $|+\rangle\!\uparrow$. The $H_2$ step has the envelope overlap $S_n$ times the orbital element
\begin{align}
R&=\langle+|H_2|-\rangle=\tfrac a2\big[(A-B)(k_x^2-k_y^2)-2iCk_xk_y\big]\notag\\
&=\tfrac a4\big[(A-B+C)k_-^2+(A-B-C)k_+^2\big].
\end{align}
The $H_1$ step gives $aCk_-\langle u|k_z|g_n\rangle/\sqrt2=iaCk_-J_n/\sqrt2$. The reversed order, through the partner state, gives $-aCk_-\langle g_n|k_z|u\rangle/\sqrt2$, which is the same. Together they contribute
\begin{equation}
i\sqrt2\,aC\,k_-R\sum_n\frac{S_nJ_n}{E_0-E_n}.
\end{equation}
The triple-$H_1$ route has one factor $k_-$ per step, hence $k_-^3$. With $k_\pm=ke^{\pm i\varphi}$ the off-diagonal element is $i(c_3k_-^3+c_1k_-k_+^2)$ with real $c_3,c_1$. The diagonal elements vanish, because no third-order route returns to the starting spin and orbital. Thus
\begin{equation}
\Delta E=2\beta k^3,\qquad \beta=|c_3+c_1e^{4i\varphi}| .
\end{equation}
Along $[100]$ the coefficients add with their signs; along $[110]$ they subtract.

The cubic law belongs to this model. Atomic interface terms of lower symmetry, left out here, may add a linear heavy-hole term. The zone-centre doublet survives them, since time reversal does.

\section{Weighing the terms in an inversion layer}

The example takes rough silicon values $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$, $\Delta=44$ meV, so $A=5.66$, $B=3.62$, $C=8.70$. The oxide is a hard wall at $z=0$, and $V=Fz$ with $F=0.05$ eV/nm, a field of 0.5 MV/cm.

\subsection{Levels and the linear coefficient}

The heavy-hole length is $\ell=(aB/F)^{1/3}=(0.0381\times3.62/0.05)^{1/3}=1.40$ nm. The first Airy zero gives $E=2.338F\ell=164$ meV, as does the full diagonalization. The next doublets, both mixed, lie at 177.8 and 220.3 meV.

A two-level estimate explains these. The $Z$ channel alone would lie at $164(A/B)^{1/3}=190.3$ meV. Adding the offsets $2\Delta/3$ and $\Delta/3$ gives 193.3 and 205.0 meV, coupled by $\sqrt2\Delta/3=20.7$ meV if the overlap of the two lowest envelopes is taken as one. The eigenvalues are $199.1\pm\sqrt{5.8^2+20.7^2}$, or 177.6 and 220.7 meV. The coupling exceeds the separation of the channels, so the mixing is strong.

For the lower mixed level $\alpha=12.4$ meV\,nm. Since $\sqrt2aC=469$ meV\,nm$^2$, the integral is $12.43/469=0.0265$ nm$^{-1}$, small compared with $1/\ell=0.71$ nm$^{-1}$. A small value is expected when the two envelopes have similar shapes, since it vanishes for proportional ones. For the upper one $\alpha=23.1$ meV\,nm. Full diagonalization at $k=0.002$ nm$^{-1}$ reproduces both values within the tested 1\%. The lower level has $w=0.363$, and its branches carry spins $\pm0.363$ near the zone centre.

\subsection{The heavy-hole pair}

The cubic coefficient is 8.6 meV\,nm$^3$ along $[100]$ and 81.5 along $[110]$. Half their sum and half their difference are 45 and 36 meV\,nm$^3$, the magnitudes of $c_3$ and $c_1$ in one order or the other. The small $[100]$ value is a near cancellation. Between $k=0.005$ and 0.01 nm$^{-1}$ the diagonalized gaps follow exponents 3.001 and 3.000.

The law has a short range. Along $[100]$ at 0.1 nm$^{-1}$ the gap is 0.019 meV against 0.017 from the law; at 0.5 nm$^{-1}$ it is 5.7 meV against 2.1. Along $[110]$ at 0.5 nm$^{-1}$ the law would give $2\times81.5\times0.125=20$ meV, while the gap is 1.7 meV. Along $[110]$ the main reason is the small separation, 13.8 meV, from the first mixed doublet; along $[100]$ it explains only part of the deviation. At this $k$ the coupling $|R|$ is $a(A-B)k^2/2=9.7$ meV along $[100]$ and $aCk^2/2=41$ meV along $[110]$, so the expansion in $|R|$ over the separation is no longer useful.

At $k=0.2$ nm$^{-1}$ along $x$ the two heavy branches have $\langle\sigma_y\rangle=0.32$ and 0.04, with the same sign. Time reversal permits this: spin and $\mathbf k$ are both odd, so the spin operator projected on the pair may contain a part proportional to $k$ times the identity, common to both branches. Opposite spins are required between $\mathbf k$ and $-\mathbf k$, not between branches at one $\mathbf k$.

\subsection{Consequence for counting}

Let two branches lie at $E\pm\delta/2$. In the Boltzmann tail their mean occupation is proportional to
\[
\tfrac12\big(e^{-(E+\delta/2)/k_BT}+e^{-(E-\delta/2)/k_BT}\big)=e^{-E/k_BT}\cosh\frac{\delta}{2k_BT}.
\]
With $\delta=5.7$ meV and $k_BT=25.9$ meV the argument is 0.11. Doubling the mean energy's occupation errs by 0.6\% relative to the two-branch sum; doubling the lower branch errs by about 11\%. For the density in this pair at 300 K the mean suffices at this $k$. The two mixed pairs can split more: along $[110]$, at 0.3 and 0.5 nm$^{-1}$, their gaps are 9 to 11 meV, and doubling the mean then errs by about 2\%. For spin-dependent quantities both branches are needed.

\subsection{Beside a real device}

With a rough depletion charge of $7\times10^{11}$ cm$^{-2}$, the chosen average field corresponds to $5.1\times10^{12}$ holes per cm$^2$. The oxide field is 2.7 MV/cm, below a breakdown field of roughly 10. If all holes sat in one doubly counted subband, the Fermi wave vector would be 0.56 nm$^{-1}$, which is why 0.5 nm$^{-1}$ is relevant. At 300 K the thermal energy exceeds the 13.8 meV subband separation, so several subbands are occupied.

Real devices break the uniform-field assumption, because the holes screen the field. A Hartree potential with all holes in the lowest subband, at the same density and average field, lowers the $[100]$ gap at 0.5 nm$^{-1}$ from 5.7 to 4.8 meV and raises the lower $\alpha$ from 12.4 to 13.2 meV\,nm. Replacing the hard wall by a rough 4.5 eV barrier leaves the gap at 5.7 meV but lowers $\alpha$ to 9.8 meV\,nm. That barrier calculation continues silicon's band parameters into the oxide, so it indicates sensitivity rather than a corrected value. The image energy, about 7 meV at the mean hole depth of 2.2 nm, is also omitted. Added as a classical potential proportional to $1/z$, it lowers the first subband separation from 13.8 to 13.4 meV and the lower $\alpha$ from 12.4 to 11.7 meV\,nm.

Direct coupling to remote bands is absent from the six-band model. Let a remote band at a gap $E_g$ couple through $Pk$, with $P^2=aE_P$. The field couples the same two bands through a position element of order $P/E_g$. Second-order perturbation theory then gives a linear coefficient of order $F(P/E_g)P/E_g=FaE_P/E_g^2$, and a factor $1/3$ is included as a rough allowance for direction. With rough values $E_P=20$ eV and $E_g=3.4$ eV, the estimate $F\,a\times20/(3\times3.4^2)$ is 1.1 meV\,nm. That is a tenth of the lower $\alpha$. In its simplest form this term acts only on the orbital part. It then has no element within the heavy-hole doublet, whose members have opposite spins, and the heavy-hole splitting stays cubic, though a term of this size changes the small coefficient along $[100]$ by about 1 meV\,nm$^3$. A linear heavy-hole term needs a further ingredient, such as interface mixing or spin--orbit coupling in the remote bands. Its size is not estimated here, but even 0.1 meV\,nm would give 0.01 meV at $k=0.05$ nm$^{-1}$, above the 0.002 meV of the cubic term along $[100]$. The small-$k$ heavy-hole law therefore holds in a real interface only if such terms are very small.

Finally, a rough mobility of 100 cm$^2$/Vs and the computed zone-centre mass $0.34m_0$ give $\hbar/\tau=34$ meV, where $\tau$ is the scattering time. The mass grows with $k$, which lowers this estimate: at 0.5 nm$^{-1}$ along $[100]$ the masses $\hbar k/v$ of the two branches, with $v$ the group velocity, are about $0.77m_0$ and $1.14m_0$, and the same mobility gives about 15 and 10 meV. Both still exceed the 5.7 meV gap there, so the two branches would not appear as resolved levels under these conditions.

\section*{Numbers as computed}
\begin{verbatim}
gamma1, gamma2, gamma3 = 4.3, 0.34, 1.45
A, B, C = 5.66, 3.62, 8.70
hbar^2/2m0 = 0.03810 eV nm^2
spin-orbit splitting = 44 meV
effective field = 0.50 MV/cm
box = 15 nm, sine functions = 50
HH1 at k=0 = 163.95 meV; Airy = 163.95 meV
mixed level 1 at k=0 = 177.79 meV
mixed level 2 at k=0 = 220.25 meV
HH2 at k=0 = 286.66 meV
largest pair gap at k=0 = 6e-15 eV
same, irregular well + strain = 1e-14 eV
HH1 spin Zeeman gap at 10 T, k=0 = 1.159 meV
Controls at k = (0.4, 0.3) 1/nm:
 symmetric well, largest gap = 4e-15 eV
 no spin-orbit, largest gap = 3e-15 eV
 asymmetric with spin-orbit, HH1 gap = 2.376 meV
mixed 1: alpha integral = 12.432 meV nm
mixed 1: alpha full diag. = 12.432 meV nm
mixed 1: Z weight = 0.363
mixed 2: alpha integral = 23.144 meV nm
mixed 2: alpha full diag. = 23.143 meV nm
mixed 2: Z weight = 0.636
mixed 1 branch spins, k->0 along x: 0.363, -0.363 (y)
HH1 branch spins, k=0.2 1/nm: 0.321, 0.039 (y)
HH1 beta [100] = 8.59 meV nm^3, exponent 3.001
HH1 beta [110] = 81.52 meV nm^3, exponent 3.000
HH1 gap [100], k=0.05 1/nm: 0.0022 meV; cubic law 0.0021 meV
HH1 gap [100], k=0.1 1/nm: 0.0189 meV; cubic law 0.0172 meV
HH1 gap [100], k=0.2 1/nm: 0.1997 meV; cubic law 0.1375 meV
HH1 gap [100], k=0.5 1/nm: 5.6948 meV; cubic law 2.1477 meV
HH1 gap [110], k=0.5 1/nm: 1.713 meV
gap shift, 50->75 functions = 0.00180 meV
gap shift, box 15->18 nm = -0.00001 meV
HH1 in-plane mass [100], k->0 = 0.340 m0
depletion charge = 7.0e+11 cm^-2
hole density for this field = 5.07e+12 cm^-2
one-subband Fermi wave vector = 0.564 1/nm
oxide field = 2.68 MV/cm (breakdown roughly 10)
Hartree well: HH1 gap at 0.5 1/nm = 4.797 meV
Hartree well: mixed 1 alpha = 13.199 meV nm
oxide barrier (rough) = 4.5 eV, decay length = 0.175 nm
finite barrier: HH1 gap at 0.5 1/nm = 5.688 meV
finite barrier: mixed 1 alpha = 9.805 meV nm
mean HH1 depth = 2.19 nm, image energy = 7.0 meV
remote-band alpha (rough order) = 1.10 meV nm
k where beta k^3 equals it = 0.358 1/nm
thermal energy at 300 K = 25.9 meV
broadening at 100 cm2/Vs = 34 meV
\end{verbatim}
